# Laser Rate Equations with Anticorrelated Langevin Forces and Their Intensity Noise: a numerical check

```python
"""
Result under test: stochastic laser rate equations, with one shared random number
for every event that changes two populations, reproduce the linearised RIN.
  N, S      carrier number and photon number of the single lasing mode
  pump      carriers injected per second; kappa = total photon loss rate
  kappa_out loss rate through the observed facet; n_sp = inversion factor
  D_ij      noise strengths, <F_i(t) F_j(t')> = D_ij delta(t - t')
  RIN       one-sided spectral density of relative intensity, 1/Hz
Internally all rates are in 1/s and N, S are pure numbers; lengths are in cm.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, csc_matrix
from scipy.sparse.linalg import splu

# Rough typical InGaAsP/InP multi-quantum-well laser
length, width, well, wells = 300e-4, 2e-4, 8e-7, 5
confinement, group_index, facet_R = 0.06, 3.6, 0.32
diff_gain, n_transparency = 6e-16, 1.5e18       # cm2, cm^-3
loss_internal, compression = 10.0, 2e-17        # 1/cm, cm3
rec_A, rec_B, rec_C = 1e8, 1e-10, 5e-29         # 1/s, cm3/s, cm6/s
inversion, current, wavelength, temp = 1.5, 30e-3, 1550e-9, 300.0

volume = length * width * well * wells
v_group = const.c * 100 / group_index
loss_mirror = np.log(1 / facet_R) / length
kappa = v_group * (loss_internal + loss_mirror)
kappa_out = v_group * loss_mirror / 2
kappa_rest = kappa - kappa_out
g = confinement * v_group * diff_gain / volume
eps = compression * confinement / volume
N_tr = n_transparency * volume
pump = current / const.e
photon_energy = const.h * const.c / wavelength


def recombination(N):
    n = N / volume
    return N * (rec_A + n * (rec_B + n * rec_C))


def mode_events(N, S, n_sp):
    gain = g * (N - N_tr) / (1 + eps * S)
    return n_sp * gain * (S + 1), (n_sp - 1) * gain * S


def drift(N, S, n_sp):
    emission, absorption = mode_events(N, S, n_sp)
    net = emission - absorption
    return np.array([pump - recombination(N) - net, net - kappa * S])


def linear_model(n_sp):
    """Steady state, linear coefficients and noise strengths."""
    def carriers(S):
        return N_tr + kappa * S * (1 + eps * S) / (g * (S + n_sp))
    S = brentq(lambda s: pump - recombination(carriers(s)) - kappa * s,
               1.0, pump / kappa)
    N = carriers(S)
    n = N / volume
    gain = g * (N - N_tr) / (1 + eps * S)
    m = SimpleNamespace(N=N, S=S)
    m.sn = g * (S + n_sp) / (1 + eps * S)
    m.nn = rec_A + 2 * rec_B * n + 3 * rec_C * n**2 + m.sn
    m.ns = gain - eps * kappa * S / (1 + eps * S)
    m.ss = kappa - m.ns
    m.wr2 = m.nn * m.ss + m.sn * m.ns
    m.damp = m.nn + m.ss
    m.J = np.array([[-m.nn, -m.ns], [m.sn, -m.ss]])
    m.em, m.ab = mode_events(N, S, n_sp)
    m.X = m.em + m.ab
    m.D = np.array([[pump + recombination(N) + m.X, -m.X],
                    [-m.X, m.X + kappa * S]])
    return m


def photon_rin(f, m, D):
    w = 2 * np.pi * f
    den = (m.wr2 - w**2)**2 + (w * m.damp)**2
    num = (m.sn**2 * D[0, 0] + (w**2 + m.nn**2) * D[1, 1]
           + 2 * m.sn * m.nn * D[0, 1])
    return 2 * num / den / m.S**2


def output_rin(f, m, D):
    w = 2 * np.pi * f
    den = (m.wr2 - w**2)**2 + (w * m.damp)**2
    cross = (m.nn * (m.wr2 - w**2) + w**2 * m.damp) / den
    return photon_rin(f, m, D) + 2 / (kappa_out * m.S) - 4 * cross / m.S


def dB(x):
    return 10 * np.log10(x)


model = linear_model(inversion)
D_indep = np.diag(np.diag(model.D))

# Test: steady state and linear coefficients against the nonlinear drift
assert np.all(np.abs(drift(model.N, model.S, inversion)) < 1e-8 * pump)
hN, hS = 1e-4 * model.N, 1e-4 * model.S
J_num = np.column_stack([
    (drift(model.N + hN, model.S, inversion)
     - drift(model.N - hN, model.S, inversion)) / (2 * hN),
    (drift(model.N, model.S + hS, inversion)
     - drift(model.N, model.S - hS, inversion)) / (2 * hS)])
assert np.allclose(J_num, model.J, rtol=1e-5)

# Test: closed spectra against a sum over independent event channels
channels = [(pump, 1, 0, 0), (recombination(model.N), -1, 0, 0),
            (model.em, -1, 1, 0), (model.ab, 1, -1, 0),
            (kappa_out * model.S, 0, -1, 1), (kappa_rest * model.S, 0, -1, 0)]
for f in (1e8, 2e9, 6.5e9, 3e10):
    sum_S = sum_out = 0.0
    for rate, dN, dS, dOut in channels:
        response = np.linalg.solve(2j * np.pi * f * np.eye(2) - model.J,
                                   np.array([dN, dS], dtype=complex))[1]
        sum_S += 2 * rate * abs(response)**2 / model.S**2
        sum_out += (2 * rate * abs(kappa_out * response + dOut)**2
                    / (kappa_out * model.S)**2)
    assert abs(photon_rin(f, model, model.D) / sum_S - 1) < 1e-8
    assert abs(output_rin(f, model, model.D) / sum_out - 1) < 1e-8

# Test: integrated spectrum against the stationary covariance equation
cov = solve_continuous_lyapunov(model.J, -model.D)
rel_var = cov[1, 1] / model.S**2
f0 = 6e9
area = quad(lambda t: photon_rin(f0 * np.tan(t), model, model.D)
            * f0 / np.cos(t)**2, 0, np.pi / 2, limit=300)[0]
assert abs(area / rel_var - 1) < 1e-5


def jump_variance(size):
    """Photon variance / size from the master equation of a small laser:
    pump 2*size, recombination n, emission n(s+1)/size, photon loss s."""
    n_max, s_max = int(2.2 * size), int(2.6 * size)
    n, s = [a.ravel() for a in np.meshgrid(
        np.arange(n_max + 1), np.arange(s_max + 1), indexing="ij")]
    index, dim = np.arange(n.size), n.size
    gen = csc_matrix((dim, dim))
    for dn, ds, rate in [(1, 0, 2.0 * size + 0 * n), (-1, 0, 1.0 * n),
                         (-1, 1, n * (s + 1) / size), (0, -1, 1.0 * s)]:
        ok = ((n + dn >= 0) & (n + dn <= n_max)
              & (s + ds >= 0) & (s + ds <= s_max))
        src, r = index[ok], rate[ok]
        dst = src + dn * (s_max + 1) + ds
        gen = (gen + coo_matrix((r, (dst, src)), shape=(dim, dim)).tocsc()
               - coo_matrix((r, (src, src)), shape=(dim, dim)).tocsc())
    fixed = size * (s_max + 1) + size
    keep = np.delete(index, fixed)
    rows = gen.tocsr()[keep].tocsc()
    lu = splu(rows[:, keep].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    p = np.ones(dim)
    p[keep] = lu.solve(-rows[:, [fixed]].toarray().ravel())
    p /= p.sum()
    mean = p @ s
    return (p @ (s - mean)**2) / size


# Test: event-counted covariance against exact jump statistics, large-size limit
jump_50, jump_100 = jump_variance(50), jump_variance(100)
jump_limit = 2 * jump_100 - jump_50
J_small = np.array([[-2.0, -1.0], [1.0, 0.0]])
D_small = np.array([[4.0, -1.0], [-1.0, 2.0]])
small_corr = solve_continuous_lyapunov(J_small, -D_small)[1, 1]
small_indep = solve_continuous_lyapunov(
    J_small, -np.diag(np.diag(D_small)))[1, 1]
assert abs(jump_limit / small_corr - 1) < 0.05   # second-order size remainder
assert abs(jump_limit / small_indep - 1) > 0.15

dt, steps, burn = 1e-12, 16384, 2048


def simulate(lasers, seed, shared=True, average_drift=True):
    """Ensemble of nonlinear lasers; returns photon number and output flux."""
    rng = np.random.default_rng(seed)
    N, S = np.full(lasers, model.N), np.full(lasers, model.S)
    photons, flux = np.empty((steps, lasers)), np.empty((steps, lasers))
    for k in range(-burn, steps):
        xi = rng.standard_normal((5, lasers))
        em, ab = mode_events(N, S, inversion)
        rec = recombination(N)
        amp = np.sqrt((em + ab) * dt)
        to_mode = amp * xi[0]
        from_carriers = to_mode if shared else amp * xi[4]
        out = np.sqrt(kappa_out * S * dt) * xi[2]
        kick_N = np.sqrt((pump + rec) * dt) * xi[1] - from_carriers
        kick_S = to_mode - out - np.sqrt(kappa_rest * S * dt) * xi[3]
        fN, fS = pump - rec - em + ab, em - ab - kappa * S
        N_new, S_new = N + fN * dt + kick_N, S + fS * dt + kick_S
        if k >= 0:
            photons[k] = S
            flux[k] = kappa_out * (S + S_new) / 2 + out / dt
        if average_drift:
            fN2, fS2 = drift(N_new, S_new, inversion)
            N_new = N + (fN + fN2) * dt / 2 + kick_N
            S_new = S + (fS + fS2) * dt / 2 + kick_S
        N, S = N_new, S_new
    return photons, flux


window = np.hanning(steps + 1)[:-1]
freq = np.fft.rfftfreq(steps, dt)


def estimate_rin(trace):
    mean = trace.mean()
    amp = np.fft.rfft((trace - mean) * window[:, None], axis=0)
    power = (amp.real**2 + amp.imag**2).mean(axis=1)
    return 2 * dt * power / np.sum(window**2) / mean**2


def band_mean(values, lo, hi):
    return values[(freq >= lo) & (freq < hi)].mean()


def tolerance(lo, hi, lasers):
    """Five standard errors (Hann bins overlap) plus 1% for finite dt."""
    bins = np.count_nonzero((freq >= lo) & (freq < hi))
    return 5 * np.sqrt(35 / 18 / (bins * lasers)) + 0.01


# Test: nonlinear simulation against both linearised spectra
lasers = 400
photons, flux = simulate(lasers, 11)
sim_mean, sim_var = photons.mean(), photons.var() / photons.mean()**2
sim_S, sim_out = estimate_rin(photons), estimate_rin(flux)
del photons, flux
th_S = photon_rin(freq, model, model.D)
th_out = output_rin(freq, model, model.D)
edges = np.array([0.15, 1, 2, 3, 4, 5, 6, 7, 8, 10, 12, 16]) * 1e9
table = []
for lo, hi in zip(edges[:-1], edges[1:]):
    a, b = band_mean(sim_S, lo, hi), band_mean(th_S, lo, hi)
    c, d = band_mean(sim_out, lo, hi), band_mean(th_out, lo, hi)
    assert abs(a / b - 1) < tolerance(lo, hi, lasers)
    assert abs(c / d - 1) < tolerance(lo, hi, lasers)
    table.append((lo / 1e9, hi / 1e9, dB(a), dB(b), dB(c), dB(d)))
assert abs(sim_mean / model.S - 1) < 2e-3
assert abs(sim_var / rel_var - 1) < 0.05

# Test: adding plain shot noise to the cavity RIN misses the output spectrum
low = (edges[0], edges[1])
shot = 2 / (kappa_out * model.S)
naive_ratio = band_mean(th_S + shot, *low) / band_mean(sim_out, *low)
assert naive_ratio > 1.25

# Test: independent exchange forces follow their own, wrong, spectrum
wrong = estimate_rin(simulate(200, 12, shared=False)[0])
th_wrong = photon_rin(freq, model, D_indep)
assert abs(band_mean(wrong, *low) / band_mean(th_wrong, *low) - 1) \
    < tolerance(*low, 200)
wrong_ratio = band_mean(wrong, *low) / band_mean(th_S, *low)
assert wrong_ratio > 1.5

# Test: Euler damping error and the spectrum it produces
eig = np.linalg.eigvals(model.J)[0]
alpha, Omega = -eig.real, abs(eig.imag)
J2 = model.J @ model.J
euler_damp = -np.log(abs(np.linalg.eigvals(np.eye(2) + model.J * dt)[0])) / dt
heun_damp = -np.log(abs(np.linalg.eigvals(
    np.eye(2) + model.J * dt + J2 * dt**2 / 2)[0])) / dt
euler_formula = alpha - (Omega**2 - alpha**2) * dt / 2
assert abs(euler_damp - euler_formula) < 0.05 * abs(alpha - euler_damp)
assert abs(heun_damp / alpha - 1) < 0.005
fine = np.linspace(1e8, 2e10, 20000)
f_peak = fine[np.argmax(photon_rin(fine, model, model.D))]
near_peak = (f_peak - 0.75e9, f_peak + 0.75e9)
euler_map = np.zeros_like(freq)
for i in np.where((freq >= near_peak[0]) & (freq < near_peak[1]))[0]:
    z = np.exp(2j * np.pi * freq[i] * dt)
    G = np.linalg.inv((z - 1) * np.eye(2) - model.J * dt)
    euler_map[i] = (2 * dt**2 * (G @ model.D @ G.conj().T)[1, 1].real
                    / model.S**2)
euler = estimate_rin(simulate(200, 13, average_drift=False)[0])
assert abs(band_mean(euler, *near_peak) / band_mean(euler_map, *near_peak)
           - 1) < tolerance(*near_peak, 200)
euler_ratio = band_mean(euler, *near_peak) / band_mean(th_S, *near_peak)
assert euler_ratio > 1.1

# Sizes of neglected effects, from the example's own numbers
D_quiet = model.D.copy()
D_quiet[0, 0] -= pump
f_low = 1e8
quiet_change = dB(output_rin(f_low, model, D_quiet)
                  / output_rin(f_low, model, model.D))
kT = const.k * temp
sheet = model.N / volume * well * 1e4            # per m2 and well
filling = 0.0
for mass in (0.045, 0.3):                        # rough electron, hole masses
    states = mass * const.m_e * kT / (np.pi * const.hbar**2)
    filling += np.log(np.expm1(sheet / states))
nsp_edge = 1 / (1 - np.exp(-filling))
other = linear_model(nsp_edge)
nsp_change = dB(photon_rin(fine, other, other.D).max()
                / photon_rin(fine, model, model.D).max())
power = photon_energy * kappa_out * model.S
voltage, R_thermal, T0, transport = 1.2, 60.0, 60.0, 10e-12   # rough values
heating = (current * voltage - 2 * power) * R_thermal
I_th = const.e * recombination(N_tr + kappa / g)

print(f"active volume {volume*1e12:.1f} um3, mirror loss {loss_mirror:.2f} /cm")
print(f"photon lifetime {1e12/kappa:.3f} ps, front loss {kappa_out/1e9:.1f} /ns")
print(f"gain slope g {g:.4e} /s, eps {eps:.3e} per photon")
print(f"threshold {I_th*1e3:.2f} mA, drive {current*1e3:.1f} mA")
print(f"steady N {model.N:.4e}, S {model.S:.4e}")
print(f"carrier density {model.N/volume:.3e} cm^-3")
print(f"front-facet power {power*1e3:.2f} mW")
print(f"gamma_NN {model.nn/1e9:.3f}, gamma_NS {model.ns/1e9:.2f} /ns")
print(f"gamma_SN {model.sn/1e9:.3f}, gamma_SS {model.ss/1e9:.3f} /ns")
print(f"omega_R/2pi {np.sqrt(model.wr2)/2/np.pi/1e9:.3f} GHz")
print(f"total damping gamma {model.damp/1e9:.3f} /ns")
print(f"D_NN {model.D[0,0]:.3e}, D_SS {model.D[1,1]:.3e} /s")
print(f"D_NS {model.D[0,1]:.3e} /s")
print(f"force correlation coefficient "
      f"{model.D[0,1]/np.sqrt(model.D[0,0]*model.D[1,1]):.3f}")
print(f"small laser var/size: size 50 {jump_50:.3f}, size 100 {jump_100:.3f}")
print(f"  extrapolated {jump_limit:.3f}, shared {small_corr:.3f}, "
      f"independent {small_indep:.3f}")
print(f"time step {dt*1e12:.1f} ps, trace {steps*dt*1e9:.3f} ns, "
      f"{lasers} lasers")
print(f"events per step: exchange {model.X*dt:.3e}, "
      f"output {kappa_out*model.S*dt:.3e}")
print(f"simulated mean S {sim_mean:.4e}")
print(f"rms S/mean: simulated {100*np.sqrt(sim_var):.3f} %, "
      f"linear {100*np.sqrt(rel_var):.3f} %")
print("RIN in dB/Hz: band GHz | cavity sim, theory | output sim, theory")
for row in table:
    print("{:5.2f}-{:5.2f} | {:8.2f} {:8.2f} | {:8.2f} {:8.2f}".format(*row))
print(f"cavity RIN peak {dB(photon_rin(f_peak, model, model.D)):.2f} dB/Hz "
      f"at {f_peak/1e9:.2f} GHz")
print(f"output shot-noise floor {dB(shot):.2f} dB/Hz")
print(f"output RIN at 0.1 GHz {dB(output_rin(f_low, model, model.D)):.2f} dB/Hz")
print(f"lowest band, independent forces / correct: {wrong_ratio:.3f}")
print(f"at peak, independent / correct (theory): "
      f"{photon_rin(f_peak, model, D_indep)/photon_rin(f_peak, model, model.D):.4f}")
print(f"lowest band, cavity RIN + shot / output: {naive_ratio:.3f}")
print(f"mode damping: true {alpha/1e9:.3f}, Euler {euler_damp/1e9:.3f} /ns")
print(f"  Euler formula {euler_formula/1e9:.3f}, "
      f"averaged drift {heun_damp/1e9:.3f} /ns")
print(f"near peak, Euler run / correct RIN: {euler_ratio:.3f}")
print(f"quiet pump changes output RIN at 0.1 GHz by {quiet_change:.2f} dB")
print(f"band-edge Fermi estimate n_sp {nsp_edge:.3f} (used {inversion:.1f})")
print(f"  it changes the cavity RIN peak by {nsp_change:.2f} dB")
print(f"self-heating {heating:.2f} K, threshold change "
      f"{100*np.expm1(heating/T0):.1f} %")
print(f"phase at peak: 10 ps transport {2*np.pi*f_peak*transport:.2f} rad")
print(f"phase at peak: cavity round trip "
      f"{2*np.pi*f_peak*2*length/v_group:.2f} rad")
print("all assertions hold")
```

Output:

```
active volume 24.0 um3, mirror loss 37.98 /cm
photon lifetime 2.503 ps, front loss 158.1 /ns
gain slope g 1.2491e+04 /s, eps 5.000e-08 per photon
threshold 8.55 mA, drive 30.0 mA
steady N 6.8519e+07, S 3.3263e+05
carrier density 2.855e+18 cm^-3
front-facet power 6.74 mW
gamma_NN 5.981, gamma_NS 393.03 /ns
gamma_SN 4.087, gamma_SS 6.538 /ns
omega_R/2pi 6.456 GHz
total damping gamma 12.519 /ns
D_NN 5.074e+17, D_SS 3.987e+17 /s
D_NS -2.658e+17 /s
force correlation coefficient -0.591
small laser var/size: size 50 2.489, size 100 2.495
  extrapolated 2.500, shared 2.500, independent 3.500
time step 1.0 ps, trace 16.384 ns, 400 lasers
events per step: exchange 2.658e+05, output 5.260e+04
simulated mean S 3.3263e+05
rms S/mean: simulated 1.204 %, linear 1.209 %
RIN in dB/Hz: band GHz | cavity sim, theory | output sim, theory
 0.15- 1.00 |  -159.47  -159.62 |  -159.80  -159.91
 1.00- 2.00 |  -154.49  -154.58 |  -154.64  -154.76
 2.00- 3.00 |  -150.03  -149.91 |  -150.19  -150.05
 3.00- 4.00 |  -145.82  -145.69 |  -145.93  -145.82
 4.00- 5.00 |  -141.38  -141.35 |  -141.49  -141.46
 5.00- 6.00 |  -136.46  -136.31 |  -136.56  -136.41
 6.00- 7.00 |  -133.73  -133.63 |  -133.82  -133.71
 7.00- 8.00 |  -136.11  -136.10 |  -136.17  -136.18
 8.00-10.00 |  -140.62  -140.63 |  -140.67  -140.68
10.00-12.00 |  -144.67  -144.68 |  -144.70  -144.69
12.00-16.00 |  -148.15  -148.14 |  -148.11  -148.09
cavity RIN peak -133.31 dB/Hz at 6.45 GHz
output shot-noise floor -164.20 dB/Hz
output RIN at 0.1 GHz -162.19 dB/Hz
lowest band, independent forces / correct: 1.856
at peak, independent / correct (theory): 1.0195
lowest band, cavity RIN + shot / output: 1.404
mode damping: true 6.260, Euler 5.467 /ns
  Euler formula 5.476, averaged drift 6.264 /ns
near peak, Euler run / correct RIN: 1.236
quiet pump changes output RIN at 0.1 GHz by -1.84 dB
band-edge Fermi estimate n_sp 1.009 (used 1.5)
  it changes the cavity RIN peak by -1.70 dB
self-heating 1.35 K, threshold change 2.3 %
phase at peak: 10 ps transport 0.41 rad
phase at peak: cavity round trip 0.29 rad
all assertions hold
```
